\section*{Four matched moments do not fix the junction depth of an implant}

\section{The situation}

Dopant ions are implanted into a crystalline semiconductor that already holds a uniform concentration $N_B$ of the opposite dopant. The beam is tilted away from the main channel directions, so most ions stop in a bell-shaped distribution. A few are steered into open channels of the lattice, lose energy more slowly, and stop much deeper. The metallurgical junction lies where the implanted concentration has fallen to $N_B$, which may be tens of thousands of times below the peak.

Such a profile can be described by the dose and four moments: mean depth, standard deviation, skewness and kurtosis. A Pearson distribution can reproduce all of them. Does the fitted curve then have the right junction depth?

Let $x$ be the depth and $N(x)$ the implanted concentration, with dose $\Phi=\int N\,dx$. The mean depth is $\mu$, the standard deviation is $s$, and
\begin{equation}
\gamma=\frac{\langle (x-\mu)^3\rangle}{s^3},\qquad
\beta=\frac{\langle (x-\mu)^4\rangle}{s^4},
\end{equation}
where averages are weighted with $N/\Phi$. A Gaussian has $\beta=3$. The junction $x_j$ is the deepest point at which $N(x_j)=N_B$. All dopants are taken as active, and diffusion during annealing is left out.

\section{A profile with a weak channelled tail}

Let a fraction $1-\varepsilon$ of the ions have a Gaussian depth distribution $g$ with mean $R$ and standard deviation $\sigma$. Each remaining ion travels an additional depth $u\ge 0$, independent of the first part and distributed as $e^{-u/L}/L$. This is a model of channelling with two parameters, the tail fraction $\varepsilon$ and the decay length $L$. The symmetric Gaussian main peak is a simplification, since real main peaks are generally skewed, so the numbers below belong to this model and not to a particular implant. The profile is
\begin{equation}
N=\Phi\left[(1-\varepsilon)g+\varepsilon h\right],\qquad
h=\int_0^\infty \frac{e^{-u/L}}{L}\,g(x-u)\,du .
\end{equation}

Put $y=x-R$ and $v=y-u$. The exponent in the integral for $h$ becomes, on completing the square,
\begin{equation}
-\frac{y-v}{L}-\frac{v^2}{2\sigma^2}
=-\frac{y}{L}+\frac{\sigma^2}{2L^2}
-\frac{(v-\sigma^2/L)^2}{2\sigma^2}.
\end{equation}
Since $u\ge0$ means $v\le y$, the remaining Gaussian integral is the normal cumulative function $P$:
\begin{equation}
h=\frac1L\exp\left(\frac{\sigma^2}{2L^2}-\frac yL\right)
P\left(\frac y\sigma-\frac\sigma L\right).
\label{eq:h}
\end{equation}

\subsection{Its moments}

For a tail ion, $y$ is the sum of a centred Gaussian variable and $u$, with $\langle u^n\rangle=n!\,L^n$. Expanding powers of the sum, and using that odd Gaussian moments vanish, gives the tail averages $L$, $\sigma^2+2L^2$, $3\sigma^2L+6L^3$ and $3\sigma^4+12\sigma^2L^2+24L^4$. Weighting the two populations gives the moments $m_n=\langle y^n\rangle$ of the whole profile:
\begin{align}
m_1&=\varepsilon L, & m_2&=\sigma^2+2\varepsilon L^2,\\
m_3&=\varepsilon(3\sigma^2L+6L^3), &
m_4&=3\sigma^4+\varepsilon(12\sigma^2L^2+24L^4).
\end{align}
Expanding $(y-m_1)^n$ then yields
\begin{align}
s^2&=m_2-m_1^2,\qquad
\gamma s^3=m_3-3m_1m_2+2m_1^3,\\
\beta s^4&=m_4-4m_1m_3+6m_1^2m_2-3m_1^4 .
\end{align}

Take the round parameters $\Phi=10^{19}\,\mathrm{m^{-2}}$, $N_B=10^{21}\,\mathrm{m^{-3}}$, $R=500$ nm, $\sigma=80$ nm, $L=160$ nm and $\varepsilon=10^{-3}$. The results are
\begin{equation}
\mu=500.16\ \mathrm{nm},\quad s=80.32\ \mathrm{nm},\quad
\gamma=0.0474,\quad \beta=3.377 .
\end{equation}
The tail moves the mean by $\varepsilon L=0.16$ nm and the standard deviation by about $0.3$ nm. The kurtosis responds more clearly, because the fourth power favours distant ions. The moments are therefore not blind to the tail.

\subsection{Its junction}

Without a tail, setting the Gaussian concentration equal to $N_B$ and taking the logarithm gives
\begin{equation}
x_j^{(0)}=R+\sigma\sqrt{2\ln\frac{\Phi}{\sqrt{2\pi}\,\sigma N_B}}
=872\ \mathrm{nm}.
\end{equation}

With the tail, suppose that the junction is so deep that the Gaussian part is negligible and $P\simeq1$. Then
\begin{equation}
N_B=\frac{\varepsilon\Phi}{L}
\exp\left(\frac{\sigma^2}{2L^2}-\frac{x_j-R}{L}\right),
\end{equation}
and solving for $x_j$ gives
\begin{equation}
x_j=R+\frac{\sigma^2}{2L}+L\ln\frac{\varepsilon\Phi}{LN_B}.
\label{eq:xj}
\end{equation}
The argument of the logarithm is $10^{16}/(1.6\times10^{-7}\times10^{21})=62.5$, so
\begin{equation}
x_j=500+20+160\times4.135=1182\ \mathrm{nm}.
\end{equation}
This is more than eight standard deviations beyond the mean, so both approximations are justified. One thousandth of the dose has moved the junction by about 310 nm.

Equation (\ref{eq:xj}) also gives $\partial x_j/\partial\ln\varepsilon=L$. Doubling the tail dose moves the junction by $L\ln2=111$ nm, whereas the mean moves by another $0.16$ nm.

\section{A Pearson profile with the same moments}

Let $t=(x-\mu)/s$ and let $f(t)$ be a normalized density obeying the Pearson equation
\begin{equation}
(b_0+b_1t+b_2t^2)f'=(t-a)f .
\end{equation}
Write $M_n=\int t^nf\,dt$. Matching the moments means $M_0=1$, $M_1=0$, $M_2=1$, $M_3=\gamma$ and $M_4=\beta$. Multiply the equation by $t^n$ and integrate the left side by parts. If $t^{n+2}f$ vanishes at both ends,
\begin{equation}
-nb_0M_{n-1}-(n+1)b_1M_n-(n+2)b_2M_{n+1}=M_{n+1}-aM_n .
\end{equation}
For $n=0,1,2,3$ this reads
\begin{align}
b_1&=a, & b_0&=-1-3b_2,\\
2a&=-\gamma(1+4b_2), & -3b_0-3a\gamma-5b_2\beta&=\beta .
\end{align}
Inserting $b_0$ and $a$ into the last relation gives
\begin{equation}
b_2(9+6\gamma^2-5\beta)=\beta-3-\tfrac32\gamma^2 .
\end{equation}
With $A=10\beta-12\gamma^2-18$, the solution is therefore
\begin{equation}
b_2=-\frac{2\beta-3\gamma^2-6}{A},\quad
a=-\frac{\gamma(\beta+3)}{A},\quad
b_0=-\frac{4\beta-3\gamma^2}{A}.
\end{equation}
Here $A=15.75$, $a=-0.0192$, $b_0=-0.857$ and $b_2=-0.0475$. At large $|t|$ the equation becomes $f'/f\simeq1/(b_2t)$, so $f$ falls as $|t|^{1/b_2}$, roughly the inverse 21st power. The boundary terms do vanish.

To integrate, let $Q=b_0+at+b_2t^2$. Since $Q'=a+2b_2t$, we have $t=(Q'-a)/(2b_2)$ and
\begin{equation}
\frac{f'}{f}=\frac{Q'}{2b_2Q}-\left(a+\frac{a}{2b_2}\right)\frac1Q .
\end{equation}
Let $D^2=4b_0b_2-a^2$, which is $0.163$ here. Because $D^2>0$, $Q$ has no real zero, and $\int dt/Q=(2/D)\arctan[(2b_2t+a)/D]$. Thus
\begin{equation}
f=C|Q|^{1/(2b_2)}
\exp\left[-\frac{2a+a/b_2}{D}
\arctan\frac{2b_2t+a}{D}\right].
\end{equation}
This is the Pearson IV density. It is positive everywhere, and $C$ follows from numerical normalization. The fitted concentration is $\Phi f/s$.

Solving $\Phi f/s=N_B$ numerically gives a junction at 971 nm. The profile it was meant to represent has its junction at 1182 nm. The two curves agree in dose and in all four moments, yet their junctions differ by 211 nm.

Both curves extend formally above the surface $x=0$. Numerical integration puts the fraction there at $2\times10^{-10}$ for the tailed profile and $7\times10^{-7}$ for the fit, which is negligible for the dose.

\subsection{Where the fit puts the fourth moment}

Only $6\times10^{-5}$ of the true dose lies deeper than 971 nm. Those ions nevertheless supply $10\%$ of the true fourth central moment. In the fit, the same region supplies $0.2\%$. The totals agree because the fit places the missing contribution elsewhere, at smaller depths.

The slopes differ as well. Converting the Pearson equation from $t$ to depth gives the local decay length
\begin{equation}
-\frac{N}{dN/dx}=-s\,\frac{b_0+at+b_2t^2}{t-a}.
\end{equation}
At the fitted junction $t=5.86$, and the decay length is 36 nm. The channelled tail has 160 nm. At the true junction the fitted concentration is $4.1\times10^{18}\,\mathrm{m^{-3}}$, about 240 times below $N_B$.

\section{The general statement}

The example is not a peculiarity of Pearson curves. Consider any rule that takes $\Phi,\mu,s,\gamma,\beta$ and $N_B$ and returns a depth $J$. It returns the same $J$ for both profiles above. If their junctions are $x_1$ and $x_2$, the triangle inequality gives
\begin{equation}
|J-x_1|+|J-x_2|\ge |x_1-x_2| ,
\end{equation}
so at least one error is no smaller than half the separation, here 105 nm. Extra knowledge about the shape can help, but the junction then follows from that knowledge together with the moments, not from the moments alone.

A stronger statement holds.

\textbf{Statement.} Let $N$ be continuous and non-negative, with finite fourth moment, vanishing at great depth, and positive on an interval $[c,d]$. For every $N_B>0$ and every $X>d$ there is another continuous, non-negative profile with the same dose and four moments whose junction lies deeper than $X$.

\textbf{Proof.} Add a triangular spike $b(x)$ of height $2N_B$ and half-width $\delta$, centred at $X$, with $\delta<X-d$. Its dose is $2N_B\delta$. To restore the moments, subtract $w(x)q(x)$, where $w=(x-c)(d-x)$ on $[c,d]$ and zero elsewhere, and $q=\sum_{j=0}^4q_jx^j$. The requirement is
\begin{equation}
\sum_{j=0}^4G_{kj}q_j=\int b\,x^k\,dx,\qquad
G_{kj}=\int_c^d w\,x^{j+k}\,dx,
\label{eq:gram}
\end{equation}
for $k=0,\dots,4$. For any non-zero polynomial $p=\sum p_jx^j$ of degree at most four,
\begin{equation}
\sum_{j,k}p_kG_{kj}p_j=\int_c^d w\,p^2\,dx>0 .
\end{equation}
Hence $G$ is invertible and $q$ exists. The right side of (\ref{eq:gram}) tends to zero with $\delta$, because the spike's dose does, while $G$ does not depend on $\delta$. So $wq$ tends uniformly to zero. Since $N$ has a positive minimum on $[c,d]$, the new profile $N+b-wq$ is non-negative for small enough $\delta$. At $X$ it is at least $2N_B$, and at great depth it vanishes. By continuity it passes through $N_B$ beyond $X$. $\square$

The added dose can be made as small as desired. The same proof works for any finite number of moments if those moments exist: the degree of $q$ is raised accordingly. Adding a fifth or sixth moment therefore does not by itself provide the missing guarantee.

\subsection{What the moments do guarantee}

The spike is a mathematical device, not a likely implant, so it is worth asking what remains when it is excluded. Start with the dose beyond a depth $X>\mu$. There $(x-\mu)^4/(X-\mu)^4\ge1$, and therefore
\begin{equation}
\int_X^\infty N\,dx\le
\int_X^\infty\frac{(x-\mu)^4}{(X-\mu)^4}N\,dx
\le\frac{\Phi\beta s^4}{(X-\mu)^4}.
\label{eq:bound}
\end{equation}
At the true junction of the example the right side is $6.5\times10^{15}\,\mathrm{m^{-2}}$. The actual remaining dose is that of an exponential starting at $N_B$, namely $N_BL=1.6\times10^{14}\,\mathrm{m^{-2}}$, about 41 times less. The fit leaves $1.8\times10^{11}\,\mathrm{m^{-2}}$ there. The bound permits both and cannot choose between them.

Now assume also that $N$ does not increase beyond $X_0=\mu+r$, with $r>0$. If $x_j>X_0$, then $N\ge N_B$ between the two depths, and (\ref{eq:bound}) gives
\begin{equation}
N_B(x_j-X_0)\le\int_{X_0}^\infty N\,dx\le\frac{\Phi\beta s^4}{r^4}.
\end{equation}
With $K=\Phi\beta s^4/N_B$ this is $x_j-\mu\le r+K/r^4$, which also holds trivially if $x_j\le X_0$. The right side is smallest when $1=4K/r^5$, so that
\begin{equation}
x_j-\mu\le\frac54(4K)^{1/5}.
\end{equation}
This holds if the profile is non-increasing beyond $\mu+(4K)^{1/5}$. For such profiles the moments give an upper limit on the junction depth. A limit is not a prediction: both smooth profiles of the example obey it.

\section{When the fit is adequate}

Keeping the two profiles fixed and varying $N_B$ gives these junction depths, found by numerical root search:

\begin{center}
\begin{tabular}{cccc}
$N_B$ ($\mathrm{m^{-3}}$) & true (nm) & fit (nm) & fit $-$ true (nm)\\
$10^{24}$ & 724 & 733 & $+9$\\
$10^{23}$ & 785 & 813 & $+28$\\
$10^{22}$ & 857 & 891 & $+34$\\
$10^{21}$ & 1182 & 971 & $-211$\\
$10^{20}$ & 1550 & 1055 & $-495$
\end{tabular}
\end{center}

In the first two rows the junction lies in the body of the profile, where the tail supplies $2\%$ and $12\%$ of the concentration. In the third row the tail already supplies $76\%$. In these three rows the fit errs on the deep side, by 9 to 34 nm, and between them the error reaches 39 nm near $1.8\times10^{22}\,\mathrm{m^{-3}}$. The bare Gaussian $g$ without any tail is closer in all three rows, with errors of $-0.5$, $-3$ and $-27$ nm. In the last two rows the junction lies well inside the tail, and the fit is far too shallow.

Differences of both signs between the two concentrations are unavoidable. Let $\Delta$ be the difference of two distinct continuous profiles with equal dose and four moments. Then $\int\Delta\,p\,dx=0$ for every polynomial $p$ of degree at most four. If $\Delta$ changed sign at four points or fewer, one could choose $p$ to change sign at just those points, making $\Delta\,p$ of one sign and its integral non-zero. This is a contradiction, so the profiles cross at least five times. The argument does not say where; in the example the table shows that one crossing lies on the deep side, between the junctions for $10^{22}$ and $10^{21}\,\mathrm{m^{-3}}$.

The tail dose matters in a similar way. At $N_B=10^{21}\,\mathrm{m^{-3}}$, reducing $\varepsilon$ to $10^{-4}$ gives a true junction at 889 nm and a newly matched Pearson junction at 883 nm. The tail is then comparable with the Gaussian at the junction, and (\ref{eq:xj}) does not apply. Raising $\varepsilon$ to $10^{-2}$ gives 1550 nm and 1366 nm. The kurtosis has risen to 6.2 and the fit reaches much deeper, but it is still 184 nm too shallow. The error is thus not simply proportional to the tail dose.

When the junction lies in the tail, the quantities to determine, besides the mean $R$ and width $\sigma$ of the main peak, are the tail dose $\varepsilon\Phi$ and the decay length $L$. Differentiating (\ref{eq:xj}) at fixed $R$, $\sigma$, $\Phi$ and $N_B$ gives
\begin{equation}
dx_j=L\,\frac{d\varepsilon}{\varepsilon}
+\left(\ln\frac{\varepsilon\Phi}{LN_B}-1-\frac{\sigma^2}{2L^2}\right)dL .
\end{equation}
The bracket is $4.14-1-0.125\simeq3.0$ in the example, so a small error in $L$ enters the junction depth about threefold. The tail dose and the decay length can be found from concentration data that reach well into the tail, fitted with a separate tail component. If the data stop above $N_B$, the junction depth rests on extrapolating the exponential. The term $\sigma^2/2L$ in (\ref{eq:xj}) holds for a Gaussian main peak. A skew-normal peak of the same mean and width with skewness $-0.3$ or $-0.6$ moves the true junction of the example by only 1 to 2 nm, but it moves the matched Pearson junction to 909 or 812 nm. The size of the error therefore depends on the shape of the main peak. If the tail is not exponential, (\ref{eq:xj}) must be replaced, but the general statement is unchanged.

All numerical values are calculated from the stated model.
